# Weibull Lifetime and Slope from a Capacitor Test Stopped Early

## The result

Put $n$ nominally identical capacitors under the same constant voltage and temperature, and stop the test at a time $t_c$ fixed beforehand. Suppose that $r$ of them have broken down, at recorded times $t_i<t_c$, and that $n-r$ are still alive. Write $t_j$ for the time that unit $j$ spent under stress, so that $t_j=t_c$ for a survivor. If the breakdown times are independent and follow the Weibull survival law

$$S(t)=\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],$$

the maximum-likelihood slope $\beta$ and lifetime $\eta$ satisfy

$$g(\beta)\equiv\frac1\beta+\frac1r\sum_{\rm failed}\ln t_i-\frac{\sum_{\rm all}t_j^{\beta}\ln t_j}{\sum_{\rm all}t_j^{\beta}}=0, \tag{1}$$

$$\eta=\left[\frac1r\sum_{\rm all}t_j^{\beta}\right]^{1/\beta}. \tag{2}$$

At $t=\eta$ the survival probability is $e^{-1}$, so $\eta$ is the time by which 63.2% of a large population has failed. With at least one failure and one survivor, the solution exists and is unique.

Survivors enter the sums over all units but not the average over failures, and the divisor in (2) is $r$, not $n$. Equation (1) does not depend on the unit of time: replacing $t$ by $ct$ adds $\ln c$ to both logarithmic averages, and the two additions cancel.

## First derivation: the probability of the whole record

The density of breakdown times is the rate at which survival is lost:

$$f(t)=-\frac{dS}{dt}=\frac{\beta}{t}\left(\frac t\eta\right)^\beta\exp\left[-\left(\frac t\eta\right)^\beta\right].$$

A breakdown recorded in a short interval $dt$ at $t_i$ has probability $f(t_i)\,dt$. For a survivor we know only that its lifetime exceeds $t_c$, which has probability $S(t_c)$. Because $t_c$ was fixed beforehand, the choice of stopping time adds no factor containing $\beta$ or $\eta$. Independence lets us multiply:

$$\mathcal L=\prod_{\rm failed}f(t_i)\prod_{\rm survivors}S(t_c).$$

The widths $dt$ are constants and have been dropped. Set $\mu=\ln\eta$. A failure contributes

$$\ln f(t_i)=\ln\beta-\ln t_i+\beta(\ln t_i-\mu)-e^{-\beta\mu}t_i^\beta,$$

and a survivor contributes $-e^{-\beta\mu}t_c^\beta$. The exponential term has the same form for both, so it becomes one sum over all units:

$$\ell=r\ln\beta-r\beta\mu+(\beta-1)\sum_{\rm failed}\ln t_i-e^{-\beta\mu}\sum_{\rm all}t_j^\beta. \tag{3}$$

**Lifetime at fixed slope.** Differentiation with respect to $\mu$ gives

$$\frac{\partial\ell}{\partial\mu}=-r\beta+\beta e^{-\beta\mu}\sum_{\rm all}t_j^\beta .$$

Setting this to zero gives $e^{\beta\mu}=\sum t_j^\beta/r$, which is (2). The second derivative, $-\beta^2e^{-\beta\mu}\sum t_j^\beta$, is negative for every $\mu$, so this is the maximum at the given slope.

**Slope.** Let $\ell_p(\beta)$ be $\ell$ evaluated at this best $\mu$. Its total derivative equals $\partial\ell/\partial\beta$, because $\partial\ell/\partial\mu$ vanishes there:

$$\frac{d\ell_p}{d\beta}=\frac r\beta-r\mu+\sum_{\rm failed}\ln t_i-e^{-\beta\mu}\sum_{\rm all}t_j^\beta(\ln t_j-\mu).$$

Now insert $e^{-\beta\mu}=r/\sum t_j^\beta$. The part of the last term that contains $\mu$ becomes $+r\mu$ and cancels $-r\mu$. What remains is

$$\frac{d\ell_p}{d\beta}=r\,g(\beta),$$

so the maximum requires (1).

**Existence and uniqueness.** The last term of $g$ is an average of $\ln t$ with weights proportional to $t_j^\beta$. Its derivative is

$$\frac{\sum t_j^\beta(\ln t_j)^2}{\sum t_j^\beta}-\left(\frac{\sum t_j^\beta\ln t_j}{\sum t_j^\beta}\right)^2=V,$$

the variance of $\ln t$ under those weights. Hence

$$g'(\beta)=-\left(\frac1{\beta^2}+V\right)<0. \tag{4}$$

As $\beta\to0$, the term $1/\beta$ drives $g$ to $+\infty$. As $\beta\to\infty$, the weights collect on the longest time, which is $t_c$ when there are survivors, and $g$ tends to the mean of $\ln(t_i/t_c)$ over failures, which is negative. There is therefore one root. The profile $\ell_p$ rises before it and falls after it, so the root is the global maximum.

Two cases have no finite solution. With no failures, $\ell=-n(t_c/\eta)^\beta$ approaches its upper limit of zero as $\eta\to\infty$ without reaching it: at a given slope the data support a lower bound on $\eta$ but no estimate. With no survivors and all failure times equal, $g=1/\beta$ never vanishes, and the likelihood keeps rising with slope.

## Second derivation: failures balanced against accumulated risk

This derivation starts from the hazard $h(t)$: a unit still on test at time $t$ breaks down in the next $dt$ with probability $h(t)\,dt$. We take the Weibull hazard

$$h(t)=\frac{\beta}{t}\left(\frac t\eta\right)^\beta,$$

which grows with time under stress if $\beta>1$, as expected when damage accumulates, and is constant if $\beta=1$.

Follow the test through successive short intervals. In each one, a unit on test either fails, with probability $h\,dt$, or passes, with probability $1-h\,dt$. The probability of the whole history is the product of these conditional probabilities.

Ask how its logarithm changes with a parameter $\theta$. A failure at $t_i$ contributes $s_\theta(t_i)$, where $s_\theta=\partial\ln h/\partial\theta$. A passed interval contributes, to first order in $dt$,

$$\frac{\partial}{\partial\theta}\ln(1-h\,dt)=-\frac{\partial h}{\partial\theta}\,dt=-s_\theta h\,dt .$$

Adding all intervals and setting the total to zero gives

$$\sum_{\rm failed}s_\theta(t_i)=\sum_{\rm all}\int_0^{t_j}s_\theta(t)h(t)\,dt. \tag{5}$$

The left side is a weighted count of the failures that occurred. The right side is the same weighted count as predicted from the risk to which the units were exposed.

**Balance for the lifetime.** Since $\ln h=\ln\beta-\ln t+\beta(\ln t-\mu)$, the weight for $\mu$ is the constant $s_\mu=-\beta$. It cancels from (5), leaving

$$r=\sum_{\rm all}\int_0^{t_j}h(t)\,dt=\sum_{\rm all}\left(\frac{t_j}{\eta}\right)^\beta. \tag{6}$$

The number of failures equals the total accumulated hazard. Solving for $\eta$ gives (2). This is why the divisor is $r$: survivors add exposure but no failures.

**Balance for the slope.** Here $s_\beta=1/\beta+\ln(t/\eta)$. The integral follows from

$$\frac{d}{dt}\left[\left(\frac t\eta\right)^\beta\ln\frac t\eta\right]=h(t)\ln\frac t\eta+\frac1t\left(\frac t\eta\right)^\beta=h(t)\left[\ln\frac t\eta+\frac1\beta\right].$$

The bracket on the left vanishes as $t\to0$, so with $w_j=(t_j/\eta)^\beta$ equation (5) becomes

$$\frac r\beta+\sum_{\rm failed}\ln\frac{t_i}{\eta}=\sum_{\rm all}w_j\ln\frac{t_j}{\eta}.$$

By (6), $\sum w_j=r$, so $\ln\eta$ appears as $-r\ln\eta$ on both sides and cancels. Also $w_j=r\,t_j^\beta/\sum t_k^\beta$. Division by $r$ then gives (1).

## What each derivation assumes

The first derivation assigns an independent lifetime to each capacitor and uses a stopping time fixed beforehand. The second needs a statement about the present: given everything seen so far, each unit still on test has hazard $h(t)$. It therefore allows other stopping rules. If a unit is removed according to a rule that uses only the past record, and the removal says nothing more about its future breakdown, the probability of removal contains neither $\beta$ nor $\eta$. Equations (1) and (2) then hold with each unit's own removal time. A root still requires at least one failure before the longest time on test.

The argument fails if capacitors are withdrawn because their leakage has begun to rise and that rise announces breakdown. The removed units then had a higher hazard than those left behind. Both derivations also fail if a shared disturbance, such as a voltage surge, breaks several units together.

Neither uses the law beyond $t_c$, since $S(t_c)$ is fixed by the hazard up to $t_c$. If the fitted $\eta$ exceeds $t_c$, it is an extrapolation that the test itself cannot verify.

At the true parameters, the expected number of failures in each interval equals the expected hazard accumulated in it by the units on test, so the two sides of (5) agree on average. This does not make the estimates unbiased, because they depend nonlinearly on the data.

## Two limits and two wrong treatments

If $\beta=1$ is known, (2) reduces to total time under stress divided by the number of failures.

If few units fail, $r\ll n$, survivors dominate the sums over all units. The weighted average in (1) is then close to $\ln t_c$, and to leading order in $r/n$

$$\frac1\beta\simeq\frac1r\sum_{\rm failed}\ln\frac{t_c}{t_i},\qquad \eta\simeq t_c\left(\frac nr\right)^{1/\beta}.$$

The slope then comes from how the failures are spread below $t_c$, while the failed fraction sets the lifetime once the slope is known.

Suppose survivors are counted as failures at $t_c$. The average over failures in (1) rises, because $\ln t_c$ exceeds every recorded $\ln t_i$, while the weighted average is unchanged. If survivors are dropped instead, the average over failures is unchanged and the weighted average falls. Either way the altered $g$ is positive at the correct root. It also decreases with $\beta$, so its own root lies higher. Both treatments thus give a steeper slope than the correct fit to the same data, provided that the dropped-data fit exists. Both also give a lifetime no greater than $t_c$, since (2) becomes a power mean of times that do not exceed $t_c$.

## Precision of the estimates

For large samples, the covariance matrix is approximately the inverse of the negative curvature of $\ell$ at the maximum. Let $y_j=\ln(t_j/\eta)$, $A=\sum w_jy_j$ and $B=\sum w_jy_j^2$. From $\partial w_j/\partial\mu=-\beta w_j$, $\partial w_j/\partial\beta=w_jy_j$ and $\sum w_j=r$, the second derivatives are

$$\ell_{\mu\mu}=-\beta^2r,\qquad \ell_{\mu\beta}=-r+\sum w_j+\beta A=\beta A,\qquad \ell_{\beta\beta}=-\frac r{\beta^2}-B .$$

The weighted variance in (4) is $V=B/r-(A/r)^2$, so the determinant of the curvature matrix is

$$D=\beta^2r\left(\frac r{\beta^2}+B\right)-\beta^2A^2=\beta^2r^2\left(\frac1{\beta^2}+V\right).$$

Inverting the matrix gives

$$\operatorname{Var}\beta=\frac{\beta^2r}{D}=\frac1{r(1/\beta^2+V)},\qquad \operatorname{Cov}(\mu,\beta)=\frac{\beta A}{D}=a\operatorname{Var}\beta,\qquad a=\frac A{r\beta}.$$

For the lifetime, write $r/\beta^2+B=r(1/\beta^2+V)+A^2/r$ and divide by $D$:

$$\operatorname{Var}\mu=\frac1{r\beta^2}+a^2\operatorname{Var}\beta.$$

The time $t_p$ by which a fraction $p$ fails follows from $S(t_p)=1-p$:

$$\ln t_p=\mu+\frac k\beta,\qquad k=\ln[-\ln(1-p)].$$

Its derivatives with respect to $\mu$ and $\beta$ are $1$ and $-k/\beta^2$. Combining the variances and the covariance gives

$$\operatorname{Var}\ln t_p=\frac1{r\beta^2}+\left(a-\frac k{\beta^2}\right)^2\operatorname{Var}\beta. \tag{7}$$

For small $p$, $k$ is large and negative, and the slope error dominates.

## A test of forty capacitors

The data are simulated with $\beta=1.5$, $\eta=1200$ s and $t_c=1000$ s. There are 22 failures and 18 survivors; the failure times are listed in the numerical output.

Trial slopes of 1.0, 1.5 and 2.0 give $g=0.3587$, $-0.0288$ and $-0.2296$, so the root lies between the first two. It is $\beta=1.447$. With times measured in units of $t_c$, the terms of (1) are

$$0.6909-0.8247-(-0.1338)=0.0000 .$$

The sum of $(t_j/t_c)^\beta$ is 27.88, and (2) gives

$$\eta=1000\ {\rm s}\times\left(\frac{27.88}{22}\right)^{0.6909}=1178\ {\rm s}.$$

Direct numerical maximization of the likelihood gives the same slope and lifetime. Imposing $\beta=1$ would give $29904/22=1359$ s. The few-failure limit would give $\beta\simeq1/0.8247=1.21$, which is not close, as expected when 55% of the units have failed.

The standard errors are 0.28 for $\beta$ and 0.158 for $\ln\eta$. Intervals formed on logarithmic scales, at 1.96 standard errors, are 0.99 to 2.12 for the slope and 863 to 1607 s for the lifetime. Both contain the true values.

For $p=0.1\%$, $k=-6.907$ and

$$t_p=1178\ {\rm s}\times e^{-6.907/1.447}\simeq10\ {\rm s}.$$

The true value is 12 s. The error of $\ln t_p$ is 0.89, so the 95% interval runs from 1.7 to 57 s. By this large-sample estimate, forty capacitors fix the lifetime to within tens of percent but leave the early-failure time uncertain by a factor of 5.7 in either direction. The symmetry belongs to the approximation, not to the data. The likelihood-ratio interval keeps those $t_p$ for which $\ell$, maximized over the slope, lies within 1.92 of its peak; for the same record it runs from 1.0 to 39 s, a factor of ten down and four up.

Counting survivors as failures gives $\beta=2.60$ and $\eta=834$ s; dropping them gives 1.94 and 607 s. A very large population gives nearly the same wrong lifetimes, 843 and 609 s, so more capacitors do not cure either treatment.

In 4000 simulated repetitions of the 40-unit test, the mean fitted slope is 1.570, about 5% above the true value. The nominal 95% intervals contain the truth in 94.1%, 94.8% and 92.5% of cases for slope, lifetime and $t_p$. The interval for the early-failure time thus contains the truth somewhat less often than its nominal 95%. When it misses, it usually lies above the true value, which is the unsafe side.

## Real high-k stacks

The slope, lifetime and stopping time used above are round values chosen for illustration, not measurements on a particular HfO2/SiO2 gate stack. Real stacks break the assumption of identical units. Suppose that lifetime varies as the 40th power of thickness at fixed voltage, a rough assumed exponent, and that thickness has a standard deviation of 1%. The spread in $\ln\eta$ is then 0.40. For a large population, the fitted slope falls from 1.50 to 1.41, and the fitted $t_p$ is 8.7 s where the mixed population has 10.6 s, an error of 18%.

A single extrinsic defect can matter more. Replacing one survivor in the example by a failure at 1 s lowers the slope to 1.10 and $t_p$ to 2.2 s, while $\eta$ changes by only 3%. Such a failure calls for physical examination and, if a separate defect population is present, a model with two populations.

Breakdown in these stacks can also be progressive, so that it is detected late. A delay of 50 s for every unit raises the fitted slope to 1.65 and $t_p$ to 18 s. Reading the devices only every 50 s, and taking the readout time as the failure time, gives 1.57 and 14 s. Both errors are on the unsafe side here: the added time is a larger fraction of an early failure time than of a late one.

The fit describes the stress condition alone. With an assumed activation energy of 0.5 eV, a 2 K error near 398 K changes the lifetime by about 8%. If lifetime follows a power law in voltage, extrapolation from 2.2 V to 1.1 V with an exponent wrong by 2 changes the predicted lifetime by a factor of $2^2=4$. That exceeds the statistical uncertainty of $\eta$ in this test, and stressing more capacitors at the same voltage would not reduce it.

## Computed values

```
true slope 1.5; true scale 1200 s; stop 1000 s
units 40; failures 22; survivors 18
failure times (s): 59 92 133 199 331 380 412 417 421 455
failure times (s): 488 534 561 582 593 755 833 859 933 943
failure times (s): 944 980
slope function g at slope 1.0: +0.3587
slope function g at slope 1.5: -0.0288
slope function g at slope 2.0: -0.2296
at root: 1/slope = 0.6909
at root: mean ln(t/stop) of failures = -0.8247
at root: weighted mean ln(t/stop), all = -0.1338
at root: sum of (t/stop)^slope, all = 27.8791
fitted slope 1.4473; fitted scale 1177.8 s
direct maximum: slope 1.4473; scale 1177.8 s
total time 29904 s; scale if slope is 1: 1359.3 s
standard error: slope 0.2834; ln scale 0.1584
failed fraction p = 0.001; k = -6.9073
fitted t_p 9.96 s; error of ln t_p 0.8887; true 12.00 s
95% interval, slope: 0.986 to 2.125
95% interval, scale (s): 863.437 to 1606.586
95% interval, t_p (s): 1.746 to 56.867
survivors counted as failed: slope 2.598, scale 833.9 s
survivors dropped: slope 1.944, scale 607.0 s
large population, correct: 1.500, 1200.1 s
large population, counted as failed: 2.791, 842.8 s
large population, dropped: 2.112, 609.4 s
4000 repeated tests of 40: mean slope 1.570 +- 0.005
same tests: median scale 1179.3 s
coverage of 95% intervals (slope, scale, t_p): 94.1% 94.8% 92.5%
assumed voltage exponent 40; thickness spread 1%; spread of ln scale 0.40
thickness spread, large population: slope 1.406, scale 1187.2 s
thickness spread: t_p fitted 8.74 s, true 10.65 s
one survivor replaced by failure at 1 s: slope 1.096, scale 1212.1 s, t_p 2.22 s
readout every 50 s: slope 1.572, scale 1165.1 s, t_p 14.37 s
detection 50 s late: slope 1.648, scale 1199.7 s, t_p 18.14 s
activation 0.5 eV, 398.15 K, error 2 K: lifetime factor 1.076
2.2 V to 1.1 V, exponent error 2: lifetime factor 4.00
```
